\section*{Silicon Sensor Efficiency at Oblique X-Ray Incidence}

\section*{Problem}

A diffracted beam of 17.4 keV photons strikes a flat silicon sensor of thickness $t=320~\mu\mathrm{m}$. Let $\theta$ be the angle between the beam and the normal to the sensor. The beam is narrow and falls wholly inside the face of the sensor, far from its edges. A photon counts as detected if it is photoabsorbed in the silicon. Losses in the entrance window are ignored. Take the photoabsorption coefficient as $\mu\approx 15~\mathrm{cm^{-1}}$, a rough value.

\begin{enumerate}
\item Derive the detected fraction $\eta(\theta)$. Show that, for equal numbers of incident photons, the sensor detects nearly 30 percent more of them at $45^\circ$ than at normal incidence.
\item Find the limits of the ratio for thin and thick sensors, and explain why the gain differs from the increase in path length.
\item Determine whether a two-figure value of $\mu$ is good enough, and check the size of $\mu$ with a simple atomic model.
\item State what the result means for measured diffraction intensities, and how it changes when a wide beam floods the sensor.
\item Estimate the effects that the model neglects.
\end{enumerate}

\section*{Solution}

\subsection*{1. The detected fraction}

Let $N(s)$ be the number of photons left after a path $s$ in the silicon. The material is uniform, so each photon has the same probability $\mu\,ds$ of being absorbed in any short length $ds$. With scattering neglected for now,
\begin{equation}
\frac{dN}{ds}=-\mu N
\quad\Longrightarrow\quad
N(s)=N_0e^{-\mu s}.
\end{equation}

The path is taken as straight, with refraction neglected. A photon that has travelled a distance $s$ lies at depth $s\cos\theta$. It leaves through the back face when this depth equals $t$, so its full path is $t/\cos\theta$. The detected fraction is the part of the beam that does not leave:
\begin{equation}
\eta(\theta)=\frac{N_0-N(t/\cos\theta)}{N_0}
=1-\exp\!\left(-\frac{\mu t}{\cos\theta}\right).
\label{eta}
\end{equation}

Define $x=\mu t$ and $s_\theta=1/\cos\theta$. The ratio of the two efficiencies is then
\begin{equation}
R=\frac{\eta(\theta)}{\eta(0)}
=\frac{1-e^{-s_\theta x}}{1-e^{-x}},
\qquad s_{45^\circ}=\sqrt2 .
\label{ratio}
\end{equation}

For the given sensor,
\begin{align}
x&=(15~\mathrm{cm^{-1}})(0.0320~\mathrm{cm})=0.480,
&\sqrt2\,x&=0.679,\\
\eta(0)&=1-e^{-0.480}=0.381,
&\eta(45^\circ)&=1-e^{-0.679}=0.493 .
\end{align}
Hence
\begin{equation}
R=\frac{0.4928}{0.3812}=1.293 .
\end{equation}
The sensor detects 29 percent more photons at $45^\circ$, which is the result asked for. The gain is relative to the count at normal incidence. As a share of the incident beam, the increase is 11 percentage points, from 38 to 49 percent.

The integration and the path length can be checked by following the beam in steps of $0.008~\mu\mathrm{m}$ and removing the fraction $\mu\,\Delta s$ at each step inside the sensor. This also gives $R=1.293$. The numerical output lists the values used here.

\subsection*{2. Why the gain is less than the extra path}

At $45^\circ$ the path is $453~\mu\mathrm{m}$ instead of $320~\mu\mathrm{m}$, an increase of 41 percent. The extra silicon can act only on photons that have survived the first $320~\mu\mathrm{m}$. Subtracting the two efficiencies shows this directly:
\begin{align}
\eta(45^\circ)-\eta(0)
&=e^{-x}-e^{-\sqrt2x}\nonumber\\
&=e^{-x}\left[1-e^{-(\sqrt2-1)x}\right].
\end{align}
The first factor is the fraction that survives the normal path, here 0.619. The second is the probability of absorption in the additional length, here 0.180. Their product is 0.112, and division by $\eta(0)=0.381$ recovers the gain of 29 percent.

For a thin sensor, $x\ll1$, use $1-e^{-y}=y-y^2/2+\cdots$ in both parts of Eq.~\eqref{ratio}:
\begin{align}
R&=\frac{s_\theta x\,(1-s_\theta x/2+\cdots)}{x\,(1-x/2+\cdots)}\nonumber\\
&=s_\theta\left[1-\frac{(s_\theta-1)x}{2}+\cdots\right].
\end{align}
Thus $R\to s_\theta$ as $x\to0$. At $45^\circ$ the limit is 1.414: few photons are removed, and absorption is proportional to path length. For a thick sensor, $x\gg1$, both exponentials vanish and $R\to1$, because nearly every photon is absorbed at either angle.

The given sensor lies between these limits. A more accurate expansion shows how its value arises. Write
\begin{equation}
1-e^{-y}=2e^{-y/2}\sinh(y/2)
=y\,e^{-y/2}\,\frac{\sinh(y/2)}{y/2}.
\end{equation}
Since $\sinh z/z=1+z^2/6+\cdots$, its logarithm is $z^2/6+\cdots$. With $z=y/2$,
\begin{equation}
\ln(1-e^{-y})=\ln y-\frac y2+\frac{y^2}{24}+O(y^4).
\end{equation}
Subtracting the expression at $y=x$ from that at $y=s_\theta x$ gives
\begin{equation}
\ln R=\ln s_\theta-\frac{(s_\theta-1)x}{2}
+\frac{(s_\theta^2-1)x^2}{24}+O(x^4).
\end{equation}
At $45^\circ$ and $x=0.480$,
\begin{equation}
\ln R\simeq0.3466-0.0994+0.0096=0.2568,
\qquad R\simeq1.293 .
\end{equation}
The first term is the longer path. The second is the leading reduction due to depletion of the beam, and the third is a small correction to that reduction.

\subsection*{3. How well must the absorption coefficient be known?}

Differentiate the logarithm of one efficiency with respect to $\ln y$:
\begin{equation}
\frac{d\ln(1-e^{-y})}{d\ln y}
=y\,\frac{e^{-y}}{1-e^{-y}}
=\frac{y}{e^y-1}\equiv g(y).
\end{equation}
With $t$ and $\theta$ held fixed, a relative change in $\mu$ produces the same relative change in $x$ and in $s_\theta x$. Therefore
\begin{equation}
\frac{d\ln R}{d\ln\mu}=g(s_\theta x)-g(x).
\label{slope}
\end{equation}

The sign follows from
\begin{equation}
g'(y)=\frac{e^y-1-ye^y}{(e^y-1)^2}.
\end{equation}
The numerator is zero at $y=0$ and has derivative $-ye^y$, which is negative for $y>0$. Hence $g$ decreases, and $R$ falls steadily as $\mu$ rises for any oblique angle below $90^\circ$. For the given sensor,
\begin{equation}
\frac{d\ln R}{d\ln\mu}=0.699-0.779=-0.080 .
\end{equation}
A 10 percent increase in $\mu$ lowers $R$ by about 0.8 percent of its value. The two efficiencies are much more sensitive, but their changes largely cancel in the ratio.

If $\mu$ is rounded to $15~\mathrm{cm^{-1}}$, it lies between 14.5 and $15.5~\mathrm{cm^{-1}}$, and $R$ lies between 1.296 and 1.289. The gain equals 30 percent at $\mu=14.0~\mathrm{cm^{-1}}$ and falls to 25 percent only at $21.6~\mathrm{cm^{-1}}$. The description ``nearly 30 percent'' therefore does not require a third figure in $\mu$.

\paragraph{An atomic estimate of $\mu$.}
The size of $\mu$ can be checked by calculating photoabsorption by the two K electrons of silicon. Use atomic units, with photon energy $\omega$, fine-structure constant $\alpha$ and speed of light $c=1/\alpha$. In a field $E_0\cos\omega t$ along $z$, the absorbing part of the dipole perturbation has amplitude $E_0z/2$. For a final state normalized per unit energy, the golden rule gives the rate
\begin{equation}
w=2\pi\left(\frac{E_0}{2}\right)^2|\langle f|z|i\rangle|^2
=\frac{\pi E_0^2}{2}|\langle f|z|i\rangle|^2 .
\end{equation}
The cross-section is the absorbed power $\omega w$ divided by the mean intensity $cE_0^2/(8\pi)$:
\begin{equation}
\sigma=\frac{8\pi\omega}{cE_0^2}\,
\frac{\pi E_0^2}{2}|\langle f|z|i\rangle|^2
=4\pi^2\alpha\omega|\langle f|z|i\rangle|^2 .
\end{equation}
A 1s electron goes to a p state with the same spin. The squared angular integral is $1/3$, so the two electrons give
\begin{equation}
\sigma_K=2\,\frac{4\pi^2\alpha\omega}{3}
\left|\int_0^\infty P_{1s}(r)\,r\,P_{\varepsilon p}(r)\,dr\right|^2 .
\end{equation}

The model uses hydrogenic functions with effective charge $Z=13.7$, the nuclear charge reduced by 0.3 for the other K electron:
\begin{equation}
P_{1s}=2Z^{3/2}re^{-Zr},\qquad
P_{\varepsilon p}=\sqrt{\frac{2}{\pi k}}\,F_1(-Z/k,kr),
\end{equation}
where $k^2=2\omega-Z^2$ and $F_1$ is the regular Coulomb function for $l=1$. It tends to a sine of unit amplitude. Since $\int_0^\infty\sin kr\sin k'r\,dr$ contributes $(\pi/2)\delta(k-k')=(\pi k/2)\delta(\varepsilon-\varepsilon')$, the prefactor gives unit normalization in energy.

Numerical integration gives $\sigma_K=260$ barn per atom. With $4.994\times10^{22}$ atoms per $\mathrm{cm^3}$,
\begin{equation}
\mu_K=(4.994\times10^{22}~\mathrm{cm^{-3}})
(2.604\times10^{-22}~\mathrm{cm^2})
=13.0~\mathrm{cm^{-1}} .
\end{equation}
This is 87 percent of the adopted value. The model omits absorption by the L and M shells, screening by the outer electrons, relativity and the variation of the field across the atom. It supports the size of $\mu$, but not its second figure. Used alone, $\mu_K$ would give $R=1.307$, slightly above 30 percent. That the gain is just below 30 percent thus rests on the adopted $\mu$; that it is close to 30 percent holds for both values.

\subsection*{4. Meaning for diffraction intensities}

If $N_{\mathrm{det}}$ photons of a reflection are detected, the number that reached the sensor is estimated by
\begin{equation}
N_{\mathrm{inc}}=\frac{N_{\mathrm{det}}}{\eta(\theta)} .
\end{equation}
Suppose instead that every reflection is divided by $\eta(0)$. A reflection arriving at $45^\circ$ is then assigned
\begin{equation}
\frac{N_{\mathrm{det}}}{\eta(0)}
=\frac{\eta(45^\circ)}{\eta(0)}N_{\mathrm{inc}}
=1.29\,N_{\mathrm{inc}} .
\end{equation}
Its intensity is too high by 29 percent of the true value. In kinematic diffraction, intensity is proportional to the squared structure amplitude, so the amplitude is too high by the factor $\sqrt{1.293}=1.14$. On a flat sensor perpendicular to the direct beam, the incidence angle of a diffracted ray equals its scattering angle. The error then grows with scattering angle and can be confused with other angle-dependent factors, such as thermal damping.

The comparison changes if a wide parallel beam of fixed flux $\Phi$, measured per unit area across the beam, covers the whole sensor. Away from the edges, whose effect is neglected, a sensor area $A$ presents only the projected area $A\cos\theta$ to the beam, so its detected rate is $\Phi A\cos\theta\,\eta(\theta)$. Relative to normal incidence,
\begin{equation}
\frac{\cos45^\circ\,\eta(45^\circ)}{\eta(0)}
=\frac{1.293}{\sqrt2}=0.914 .
\end{equation}
The count per unit sensor area falls by 9 percent, although each photon that strikes the sensor is more likely to be detected. The 29 percent gain applies per incident photon, and hence to a reflection whose whole spot is intercepted and summed.

\subsection*{5. Effects outside the model}

The example resembles a hybrid pixel detector used with molybdenum K radiation. As an example, take a pixel pitch of $172~\mu\mathrm{m}$, a bias of 150 V, a temperature of 300 K and a counting threshold at half the photon energy, 8.7 keV. Real devices depart from the assumption that every photoabsorption gives one count and that nothing else removes photons. The estimates below use these settings.

\paragraph{Scattering.}
Let $\mu_s$ be the scattering coefficient, and suppose that every scattered photon is lost. The beam decays with $\mu_{\mathrm{tot}}=\mu+\mu_s$, while detections come from $\mu$ alone:
\begin{align}
\eta_s(\theta)
&=\int_0^{t/\cos\theta}\mu e^{-\mu_{\mathrm{tot}}s}\,ds\nonumber\\
&=\frac{\mu}{\mu_{\mathrm{tot}}}
\left(1-e^{-\mu_{\mathrm{tot}}t/\cos\theta}\right).
\end{align}
The prefactor cancels in the ratio. The Klein--Nishina cross-section for 14 free electrons per atom gives $0.44~\mathrm{cm^{-1}}$. Elastic scattering by free silicon atoms, with a restricted open-shell Hartree--Fock density in the cc-pVTZ basis, gives $0.67~\mathrm{cm^{-1}}$. Electron binding and interference between atoms in the crystal are left out. Binding would lower the Compton term to about $0.32~\mathrm{cm^{-1}}$, which changes the ratio below by less than 0.001. With the sum, $\mu_s=1.11~\mathrm{cm^{-1}}$, the efficiencies become 0.375 and 0.482, and $R=1.285$. This is 0.6 percent below the original ratio.

A Compton event does not itself produce a count. For a free electron at rest with rest energy $mc^2$, the energy transfer is largest in backscattering. With $\epsilon=E/(mc^2)$ it is
\begin{equation}
\Delta E_{\max}=E-\frac{E}{1+2\epsilon}
=E\,\frac{2\epsilon}{1+2\epsilon}=1.1~\mathrm{keV},
\end{equation}
well below the threshold. A scattered photon may still be absorbed later, so treating all of them as lost overstates the loss. If scattered photons are followed until they are absorbed or leave, and every absorption is counted wherever it occurs in the sensor, both efficiencies end slightly above their values without scattering, at about 0.385 and 0.497, and $R\approx1.291$. Some of these counts can fall outside the integration area of the spot.

\paragraph{Surfaces and fluorescence.}
An insensitive layer of thickness $d=3~\mu\mathrm{m}$ at each face is a rough allowance for dead silicon and escaping photoelectrons. The detected fraction becomes
\begin{equation}
e^{-\mu d/\cos\theta}-e^{-\mu(t-d)/\cos\theta},
\end{equation}
and $R$ changes only from 1.2927 to 1.2922. If a silicon fluorescence photon of roughly 1.7 keV escapes, 15.7 keV remains. This is still above the threshold when the charge is collected in one pixel.

\paragraph{Charge sharing.}
In a uniform field $V/t$, carriers of mobility $m_c$ cross the full thickness in a time $\tau=t^2/(m_cV)$. Their diffusion constant is $D=m_ck_BT/e$, so the width of the charge cloud is
\begin{equation}
\sigma_c=\sqrt{2D\tau}
=t\sqrt{\frac{2k_BT}{eV}}=5.9~\mu\mathrm{m}.
\end{equation}
The mobility cancels. Near a pixel corner a Gaussian cloud can be divided so that no pixel receives half of the charge, and the photon is missed. For drift through the full thickness this happens over 0.4 percent of the sensor area. Shorter drifts give narrower clouds and smaller losses. Averaged over beam positions, charge sharing therefore changes $R$ by at most about 0.4 percent in this model. The figure assumes a uniform field and a point-like initial cloud. In a depleted sensor the field varies linearly with depth; for a depletion voltage of 100 V at the same bias, the width is $6.5~\mu\mathrm{m}$ and the area is 0.5 percent. The finite range of the photoelectron widens the cloud further. A spot much narrower than a pixel and centred on a pixel corner can lose a larger share of its photons, and this bound does not then apply.

\paragraph{Parallax.}
At $45^\circ$, absorption points are spread along the face by up to $t\tan45^\circ=320~\mu\mathrm{m}$, or 1.9 pixels. This moves counts between pixels without removing them. The summed intensity is preserved if the integration area contains the lengthened spot; a box sized for normal incidence can cut off part of the gain, or more than all of it. For example, a narrow beam that enters at the centre of a one-pixel box and is tilted towards one side leaves the box after a path of $122~\mu\mathrm{m}$. Only 17 percent of the photons are absorbed in that length, against 38 percent at normal incidence.

Bragg reflection within the sensor crystal is excluded. At a setting where it occurs, the beam no longer follows the single straight path behind Eq.~\eqref{eta}, and the correction derived here does not apply. As estimated above, scattering, the insensitive layers and, when averaged over beam positions, charge sharing each change the ratio by less than 1 percent. Parallax leaves it unchanged if the integration area contains the whole spot.

\section*{Computed values}
\begin{verbatim}
photon energy: 17.4 keV
sensor thickness: 320 um
rough photoabsorption coefficient: 15 cm^-1
attenuation length 1/mu: 667 um
path at 45 deg: 452.5 um
x = mu t at normal incidence: 0.4800
mu t / cos(theta) at 45 deg: 0.6788
efficiency at normal incidence: 0.3812
efficiency at 45 deg: 0.4928
efficiency ratio R: 1.2927
gain at 45 deg: 29.3 percent
ratio from step-by-step walk: 1.2927
thin-sensor limit of R: 1.4142
counts per sensor area, equal flux, ratio: 0.9141
sensitivity d ln R / d ln mu: -0.0804
R for mu = 14.5 cm^-1: 1.2962
R for mu = 15.5 cm^-1: 1.2892
mu for a 30 percent gain: 13.95 cm^-1
mu for a 25 percent gain: 21.59 cm^-1
silicon atom density: 4.994e+22 cm^-3
effective K-shell charge: 13.7
model K-shell cross-section: 260.4 barn per atom
model K-shell mu: 13.01 cm^-1
R with model K-shell mu alone: 1.3068
Compton coefficient, free electrons: 0.436 cm^-1
elastic coefficient, free atoms: 0.670 cm^-1
normal efficiency, scattered lost: 0.3751
45 deg efficiency, scattered lost: 0.4820
R if all scattered photons are lost: 1.2851
largest Compton recoil energy: 1.11 keV
counting threshold: 8.7 keV
insensitive layer at each face: 3 um
R with insensitive layers: 1.2922
rough fluorescence energy: 1.7 keV
pulse energy after fluorescence escape: 15.7 keV
bias: 150 V
temperature: 300 K
charge-cloud width, full drift: 5.94 um
pixel pitch: 172 um
corner loss, full drift: 0.41 percent
largest parallax shift at 45 deg: 320 um
parallax shift in pixels: 1.86
\end{verbatim}
